**Surface-fed silicide nanowire growth: parabolic law and its corrections**

The program examines \(L^2=4D(\Gamma_0-\Gamma_e)t/(nR)\), where \(L\) and \(R\) are the silicide length and radius, \(D\) is the surface diffusivity, and \(n\) is the metal density in the silicide. \(\Gamma_0\) and \(\Gamma_e\) are the mobile metal coverages at the pad and in equilibrium with the front. A numerical moving-boundary solution is used to assert the time and radius laws, the similarity solution for a heavily loaded sidewall, and the change from linear to parabolic growth when reaction is slow. A finite-volume network is used to assert the front-spreading term, the sum of sidewall and interior transport, and the resulting radius exponent. The estimated loss from storage and escape of metal is compared with a root of the two-sided flux balance. For rough nickel monosilicide parameters at 700 K and a radius of 20 nm, the law gives 958 nm after 100 s and the moving-boundary solution gives 957.5 nm. The output also sizes interior transport, front spreading, sidewall energy, swelling and a 10 K temperature change.

## Verification by program

```python
"""
Result under test: a silicide wire fed with metal by sidewall diffusion grows as
    L^2 = 4 D (G0 - Ge) t / (n R)
L  silicide length (nm)            R  silicide radius (nm)
D  surface diffusivity (nm^2/s)    n  metal atoms per silicide volume (nm^-3)
G0 mobile metal per sidewall area at the pad (nm^-2)
Ge the same quantity in equilibrium with the reaction front (nm^-2)
The law is checked against a moving-boundary diffusion solution, and its
corrections against a finite-volume network of the wire.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import erf


def parabolic_constant(D, G0, Ge, n, R):
    return 4 * D * (G0 - Ge) / (n * R)


def simulate_growth(D, G0, Ge, n, R, times, k, L_start=1.0, N=40):
    """Diffusion on 0<x<L(t) in the stretched coordinate y=x/L.
    The front consumes k*(G(L)-Ge) metal atoms per area and time."""
    h = 1.0 / N
    y = np.linspace(0, 1, N + 1)

    def front_coverage(g_near, g_far, L):
        # surface flux into the front = reaction + coverage of new sidewall
        p = D / (2 * h * L)
        a = k / n
        b = k * R / 2 + 3 * p - k * Ge / n
        c = k * R * Ge / 2 + p * (4 * g_near - g_far)
        return 2 * c / (b + np.sqrt(b * b + 4 * a * c))

    def rhs(t, state):
        L = state[-1]
        g = np.empty(N + 1)
        g[0] = G0
        g[1:N] = state[:-1]
        g[N] = front_coverage(g[N - 1], g[N - 2], L)
        slope = (3 * g[N] - 4 * g[N - 1] + g[N - 2]) / (2 * h)
        speed = -D * slope / L / (n * R / 2 + g[N])
        second = (g[2:] - 2 * g[1:-1] + g[:-2]) / h**2
        first = (g[2:] - g[:-2]) / (2 * h)
        change = D / L**2 * second + y[1:N] * speed / L * first
        return np.append(change, speed)

    g_end = Ge + (G0 - Ge) / (1 + k * R * L_start / (2 * D))
    start = np.append(G0 + (g_end - G0) * y[1:N], L_start)
    sol = solve_ivp(rhs, (0, times[-1]), start, method="BDF",
                    t_eval=times, rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol.y[-1]


def network_drop(R, L, Ds, Dv, Di, Nr=12, Nx=20):
    """Coverage drop from pad to front face for unit consumption per area.
    Ds sidewall, Dv interior (times partition ratio), Di front interface.
    Returns the drop at the face centre and the area-averaged drop."""
    dr, dx = R / Nr, L / Nx
    edge = dr * np.arange(Nr + 1)
    area = np.pi * (edge[1:]**2 - edge[:-1]**2)
    face0 = Nx + Nx * Nr
    rim = face0 + Nr
    M = np.zeros((rim + 1, rim + 1))

    def bulk(i, j):
        return Nx + i * Nr + j

    def link(a, b, g):
        M[a, a] += g
        if b is not None:          # None is the pad, held at zero drop
            M[b, b] += g
            M[a, b] -= g
            M[b, a] -= g

    perimeter = 2 * np.pi * R
    link(0, None, 2 * Ds * perimeter / dx)
    link(Nx - 1, rim, 2 * Ds * perimeter / dx)
    for i in range(Nx):
        if i < Nx - 1:
            link(i, i + 1, Ds * perimeter / dx)
        link(bulk(i, Nr - 1), i, 2 * Dv * perimeter * dx / dr)
        for j in range(Nr):
            if j < Nr - 1:
                link(bulk(i, j), bulk(i, j + 1),
                     Dv * 2 * np.pi * edge[j + 1] * dx / dr)
            if i < Nx - 1:
                link(bulk(i, j), bulk(i + 1, j), Dv * area[j] / dx)
    for j in range(Nr):
        link(bulk(0, j), None, 2 * Dv * area[j] / dx)
        link(bulk(Nx - 1, j), face0 + j, 2 * Dv * area[j] / dx)
        if j < Nr - 1:
            link(face0 + j, face0 + j + 1,
                 Di * 2 * np.pi * edge[j + 1] / dr)
    link(face0 + Nr - 1, rim, 2 * Di * perimeter / dr)
    sink = np.zeros(rim + 1)
    sink[face0:face0 + Nr] = area
    drop = np.linalg.solve(M, sink)
    face = drop[face0:face0 + Nr]
    return face[0], np.sum(face * area) / np.sum(area)


# ---------- rough typical values: nickel monosilicide in a silicon wire ----------
T = 700.0                 # K
barrier = 0.65            # eV, surface diffusion
D_prefactor = 1.0e11      # nm^2/s
G0, Ge = 1.0, 0.1         # nm^-2
n = 41.0                  # nm^-3
R = 20.0                  # nm
t_end = 100.0             # s
B_volume = 1000.0         # nm^2/s, planar-film parabolic constant
surface_energy = 1.0      # J/m^2, silicide minus silicon sidewall
kB_eV = const.k / const.e


def diffusivity(temp):
    return D_prefactor * np.exp(-barrier / (kB_eV * temp))


D = diffusivity(T)
dG = G0 - Ge
B = parabolic_constant(D, G0, Ge, n, R)
L_end = np.sqrt(B * t_end)
speed_end = B / (2 * L_end)
supply = 2 * np.pi * R * D * dG / L_end


def fast_reaction(D, R):
    return 4 * D / (R * 0.01)   # reaction matters only below 0.01 nm


# ---------- time law and radius law from the moving-boundary solution ----------
times = np.array([25.0, 50.0, 100.0])
radii = np.array([10.0, 20.0, 40.0, 80.0])
simulated = np.array([simulate_growth(D, G0, Ge, n, r, times,
                                      fast_reaction(D, r)) for r in radii])
rates = (simulated[:, 2]**2 - simulated[:, 0]**2) / (times[2] - times[0])
time_exponent = np.polyfit(np.log(times), np.log(simulated[1]**2), 1)[0]
radius_exponent = np.polyfit(np.log(radii), np.log(rates), 1)[0]
assert abs(time_exponent - 1) < 1e-3
assert abs(radius_exponent + 1) < 3e-3
# storage of metal on the sidewall lowers the rate by a few parts in 1000
assert np.allclose(rates, parabolic_constant(D, G0, Ge, n, radii), rtol=4e-3)

# ---------- heavily loaded sidewall: the similarity equation must hold ----------
R_load, G0_load = 1.0, 10.0
S_load = (G0_load - Ge) / (n * R_load / 2 + Ge)
lam_load = brentq(lambda s: np.sqrt(np.pi) * s * np.exp(s * s) * erf(s)
                  - S_load, 1e-6, 3)
L_load = simulate_growth(D, G0_load, Ge, n, R_load, times,
                         fast_reaction(D, R_load))
rate_load = (L_load[2]**2 - L_load[0]**2) / (times[2] - times[0])
simple_load = parabolic_constant(D, G0_load, Ge, n, R_load)
assert abs(rate_load / (4 * lam_load**2 * D) - 1) < 2e-3
assert simple_load / rate_load > 1.1      # the simple law fails here
S = dG / (n * R / 2 + Ge)
S_small = 0.05
lam_small = brentq(lambda s: np.sqrt(np.pi) * s * np.exp(s * s) * erf(s)
                   - S_small, 1e-6, 3)
assert abs(2 * lam_small**2 / S_small - (1 - S_small / 3)) < S_small**2

# ---------- finite reaction rate: linear growth turning parabolic ----------
A_test = 200.0
k_test = 4 * D / (R * A_test)
t_mix = np.array([0.5, 5.0, 50.0])
L_mix = simulate_growth(D, G0, Ge, n, R, t_mix, k_test)
offset = 1.0 + A_test * 1.0               # the simulation starts at L = 1 nm
L_mix_law = -A_test / 2 + np.sqrt(A_test**2 / 4 + B * t_mix + offset)
assert np.allclose(L_mix, L_mix_law, rtol=5e-3)
early = [simulate_growth(D, G0, Ge, n, r, np.array([0.005, 0.01]), k_test)
         for r in (10.0, 20.0)]
early_speed = [(e[1] - e[0]) / 0.005 for e in early]
assert np.allclose(early_speed, k_test * dG / n, rtol=0.03)

# ---------- spreading over the front, and parallel volume transport ----------
centre_drop, _ = network_drop(1.0, 3.0, 1.0, 1e-9, 0.25)
assert abs(centre_drop / (1.0 * 3.0 / 2 + 1.0 / (4 * 0.25)) - 1) < 1e-5


def network_rate(r):
    return 3.0 / network_drop(r, 3.0, 1.0, 0.7, 1e6)[1]


assert abs(network_rate(1.0) / (2.0 + 0.7) - 1) < 1e-4
slope_net = np.log(network_rate(1.02) / network_rate(0.98)) / np.log(1.02 / 0.98)
assert abs(slope_net + 1 / (1 + 0.7 / 2.0)) < 1e-3

# ---------- escape of metal onto bare silicon ahead of the front ----------


def two_sided_balance(s):
    behind = quad(lambda v: np.exp(-v * v), 0, s)[0]
    ahead = quad(lambda v: np.exp(-v * v), s, np.inf)[0]
    return np.exp(-s * s) * (dG / behind - Ge / ahead) - n * R * s


lam_escape = brentq(two_sided_balance, 1e-4, 1)
escape_loss = 1 - 4 * lam_escape**2 * D / B
lam0 = np.sqrt(dG / (n * R))
escape_estimate = 2 * lam0**2 / 3 + 2 * lam0 * Ge / (np.sqrt(np.pi) * dG)
assert abs(escape_loss / escape_estimate - 1) < 0.1

# ---------- sizes of the neglected effects in the example ----------
R_cross = 4 * D * dG / (n * B_volume)
L_with_volume = np.sqrt((B + B_volume) * t_end)
exponent_with_volume = -1 / (1 + R / R_cross)
L_spread = -R / 2 + np.sqrt(R**2 / 4 + B * t_end)       # Di equal to D
L_short = 0.95 * L_end
A_limit = (B * t_end - L_short**2) / L_short
reaction_speed_needed = B / A_limit
interface_ratio_needed = R / A_limit
energy_per_atom = 2 * surface_energy * 1e-18 / (n * R)   # J
Ge_factor = np.exp(energy_per_atom / (const.k * T))
energy_loss = Ge * (Ge_factor - 1) / dG
a_Si = const.value("lattice parameter of silicon") * 1e9
n_Si = 8 / a_Si**3
swelling = n_Si / n                       # silicide volume per silicon volume
radius_factor = np.sqrt(swelling)         # if all expansion is radial
L_hot = np.sqrt(parabolic_constant(diffusivity(T + 10), G0, Ge, n, R) * t_end)

print(f"Temperature: {T:.0f} K")
print(f"Surface diffusion barrier (rough): {barrier:.2f} eV")
print(f"Diffusion prefactor (rough): {D_prefactor:.1e} nm^2/s")
print(f"Coverage at pad G0 (rough): {G0:.2f} nm^-2")
print(f"Coverage at front Ge (rough): {Ge:.2f} nm^-2")
print(f"Metal density in silicide n (rough): {n:.0f} nm^-3")
print(f"Silicide radius R: {R:.0f} nm")
print(f"Anneal time: {t_end:.0f} s")
print(f"Surface diffusivity D: {D:.3e} nm^2/s")
print(f"Parabolic constant B = L^2/t: {B:.0f} nm^2/s")
print(f"B converted: {B * 1e-14:.2e} cm^2/s")
print(f"Silicide length at end: {L_end:.0f} nm")
print(f"Front speed at end: {speed_end:.2f} nm/s")
print(f"Metal supply at end: {supply:.3e} atoms/s")
for r, L_num in zip(radii[:3], simulated[:3, 2]):
    L_law = np.sqrt(parabolic_constant(D, G0, Ge, n, r) * t_end)
    print(f"R = {r:.0f} nm: L law {L_law:.1f} nm, simulated {L_num:.1f} nm")
print(f"Simulated exponent of L^2 in time: {time_exponent:.4f}")
print(f"Simulated exponent of L^2 in radius: {radius_exponent:.4f}")
print(f"Loading parameter S of example: {S:.5f}")
print(f"Loaded test, radius: {R_load:.1f} nm")
print(f"Loaded test, pad coverage: {G0_load:.1f} nm^-2")
print(f"Loaded test, S: {S_load:.3f}")
print(f"Loaded test, lambda: {lam_load:.4f}")
print(f"Loaded test, simple law / simulated rate: {simple_load/rate_load:.3f}")
print(f"Reaction test, coefficient 4D/(kR): {A_test:.0f} nm")
for tm, Ls, Ll in zip(t_mix, L_mix, L_mix_law):
    print(f"Reaction test t = {tm:.1f} s: simulated {Ls:.1f}, law {Ll:.1f} nm")
print(f"Volume parabolic constant (rough): {B_volume:.0f} nm^2/s")
print(f"Volume / surface contribution to L^2: {100 * B_volume / B:.1f} %")
print(f"Length with volume transport added: {L_with_volume:.0f} nm")
print(f"Crossover radius R*: {R_cross:.0f} nm")
print(f"Radius exponent with volume transport: {exponent_with_volume:.3f}")
print(f"Length with front spreading, Di = D: {L_spread:.0f} nm")
print(f"Linear coefficient giving 5% shorter L: {A_limit:.1f} nm")
print(f"Initial reaction speed at that limit: {reaction_speed_needed:.1f} nm/s")
print(f"Di/D at that limit: {interface_ratio_needed:.3f}")
print(f"Loss of L^2 by storage and escape: {100 * escape_loss:.2f} %")
print(f"Sidewall energy difference (rough): {surface_energy:.1f} J/m^2")
print(f"Sidewall energy per metal atom: {energy_per_atom / const.e:.4f} eV")
print(f"Factor on Ge from sidewall energy: {Ge_factor:.3f}")
print(f"Loss of L^2 from sidewall energy: {100 * energy_loss:.1f} %")
print(f"Silicon atom density: {n_Si:.2f} nm^-3")
print(f"Silicide volume / consumed silicon volume: {swelling:.3f}")
print(f"Radius factor if expansion is all radial: {radius_factor:.3f}")
print(f"L^2 error if silicon radius is used: {100*(radius_factor-1):.1f} %")
print(f"Length at {T + 10:.0f} K: {L_hot:.0f} nm")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature: 700 K
Surface diffusion barrier (rough): 0.65 eV
Diffusion prefactor (rough): 1.0e+11 nm^2/s
Coverage at pad G0 (rough): 1.00 nm^-2
Coverage at front Ge (rough): 0.10 nm^-2
Metal density in silicide n (rough): 41 nm^-3
Silicide radius R: 20 nm
Anneal time: 100 s
Surface diffusivity D: 2.090e+06 nm^2/s
Parabolic constant B = L^2/t: 9177 nm^2/s
B converted: 9.18e-11 cm^2/s
Silicide length at end: 958 nm
Front speed at end: 4.79 nm/s
Metal supply at end: 2.468e+05 atoms/s
R = 10 nm: L law 1354.8 nm, simulated 1353.4 nm
R = 20 nm: L law 958.0 nm, simulated 957.5 nm
R = 40 nm: L law 677.4 nm, simulated 677.2 nm
Simulated exponent of L^2 in time: 1.0000
Simulated exponent of L^2 in radius: -0.9992
Loading parameter S of example: 0.00219
Loaded test, radius: 1.0 nm
Loaded test, pad coverage: 10.0 nm^-2
Loaded test, S: 0.481
Loaded test, lambda: 0.4568
Loaded test, simple law / simulated rate: 1.157
Reaction test, coefficient 4D/(kR): 200 nm
Reaction test t = 0.5 s: simulated 21.6, law 21.6 nm
Reaction test t = 5.0 s: simulated 136.8, law 136.8 nm
Reaction test t = 50.0 s: simulated 584.6, law 584.9 nm
Volume parabolic constant (rough): 1000 nm^2/s
Volume / surface contribution to L^2: 10.9 %
Length with volume transport added: 1009 nm
Crossover radius R*: 184 nm
Radius exponent with volume transport: -0.902
Length with front spreading, Di = D: 948 nm
Linear coefficient giving 5% shorter L: 98.3 nm
Initial reaction speed at that limit: 93.3 nm/s
Di/D at that limit: 0.203
Loss of L^2 by storage and escape: 0.50 %
Sidewall energy difference (rough): 1.0 J/m^2
Sidewall energy per metal atom: 0.0152 eV
Factor on Ge from sidewall energy: 1.287
Loss of L^2 from sidewall energy: 3.2 %
Silicon atom density: 49.94 nm^-3
Silicide volume / consumed silicon volume: 1.218
Radius factor if expansion is all radial: 1.104
L^2 error if silicon radius is used: 10.4 %
Length at 710 K: 1033 nm
ALL CHECKS PASSED
```
